# Comment on spin-orbit splitting from the gradient of a pseudopotential: a numerical check

```python
# Result under test: the spin-orbit splitting of a p level is, to first order,
#   (3/2) * 1/(2 c^2) * integral phi^2 (1/r) dV/dr dr
# with the ALL-ELECTRON potential V and orbital phi; the same integral with a
# norm-conserving pseudopotential and pseudo-orbital misses nearly all of it.
# Hartree atomic units. Radial functions include the factor r.
# G: large component; phi: function whose sigma.p image / (2c) is the small one.
# kappa = 1: p1/2, kappa = -2: p3/2. rc: core radius of the pseudopotential.
# Atom: germanium, Dirac-LDA, spherical, point nucleus.
from math import perm
import numpy as np
from scipy.constants import alpha, physical_constants
from scipy.interpolate import BSpline, CubicSpline, make_interp_spline
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
C = 1.0 / alpha
Z = 32

# B-spline basis and Gauss quadrature; 1.6, 2.0 and 2.5 bohr are breakpoints
breaks = np.r_[0.0, 2.0 * 1.25 ** np.arange(-48, 13)]
DEG, NG = 8, 12
R = breaks[-1]
knots = np.r_[np.zeros(DEG), breaks, np.full(DEG, R)]
NB = len(knots) - DEG - 1
gx, gw = np.polynomial.legendre.leggauss(NG)
half = np.diff(breaks)[:, None] / 2
r = (breaks[:-1, None] + half * (1 + gx)).ravel()
wt = (half * gw).ravel()
x = np.log(r)
all_splines = BSpline(knots, np.eye(NB), DEG)
B = all_splines(r)
DB = all_splines.derivative()(r)


def form(a, weight):
    return a.T @ ((wt * weight)[:, None] * a)


def scaled_eigh(h, o):
    s = 1 / np.sqrt(np.diag(o))
    h, o = h * np.outer(s, s), o * np.outer(s, s)
    e, c = eigh((h + h.T) / 2, (o + o.T) / 2)
    return e, c * s[:, None]


def dirac(V, kappa, so=1.0):
    """Four lowest electron states; so scales the spin-dependent term.
    Returns energies, spline coefficients of G, and phi, F on the grid."""
    l = kappa if kappa > 0 else -kappa - 1
    cols = slice(1 if l == 0 else 2, NB - 1)
    b, d = B[:, cols], DB[:, cols]
    q = d + kappa * b / r[:, None]
    one = np.ones_like(r)
    T = form(q, one) / 2
    W = form(q, V)
    if so != 1.0:
        spin_free = form(d - b / r[:, None], V) + l * (l + 1) * form(b, V / r**2)
        W = so * W + (1 - so) * spin_free
    S = form(b, one)
    zero = np.zeros_like(S)
    H = np.block([[form(b, V), T], [T, W / (4 * C**2) - T]])
    O = np.block([[S, zero], [zero, T / (2 * C**2)]])
    e, c = scaled_eigh(H, O)
    n = b.shape[1]
    pick = slice(n, n + 4)
    g = np.zeros((NB, 4))
    g[cols] = c[:n, pick]
    return e[pick], g, b @ c[n:, pick], q @ c[n:, pick] / (2 * C)


def schrodinger(V, l):
    """Lowest level of the nonrelativistic radial equation."""
    cols = slice(1 if l == 0 else 2, NB - 1)
    b, d = B[:, cols], DB[:, cols]
    one = np.ones_like(r)
    h = form(d, one) / 2 + form(b, V + l * (l + 1) / (2 * r**2))
    e, c = scaled_eigh(h, form(b, one))
    return e[0], b @ c[:, 0]


def hartree_xc(n, electrons):
    """Hartree plus LDA potential of the radial density n."""
    b = B[:, 1:NB - 1]
    y = solve(form(DB[:, 1:NB - 1], np.ones_like(r)), b.T @ (wt * n / r))
    rho = n / (4 * np.pi * r**2)
    vxc = np.ravel(libxc.eval_xc("LDA_X,LDA_C_PW", rho, spin=0, deriv=1)[1][0])
    return electrons / R + (b @ y) / r + vxc


def gradient(V, charge):
    """dV/dr, with the Coulomb pole -charge/r differentiated analytically."""
    smooth = make_interp_spline(x, V + charge / r, k=5)
    return smooth(x, 1) / r + charge / r**2


def so_density(u, dV):
    """Integrand of the first-order p splitting."""
    return 1.5 / (2 * C**2) * u**2 * dV / r


def troullier_martins(l, rc, energy, g, V):
    """Pseudo-orbital and screened pseudopotential for one reference state."""
    inner = r < rc
    orbital = BSpline(knots, g, DEG)
    G = np.abs(B @ g)
    core_norm = 1 - np.sum((wt * G**2)[~inner])
    f = make_interp_spline(x, V + Z / r, k=5)
    xc = np.log(rc)
    v0 = f(xc) - Z / rc
    v1 = f(xc, 1) / rc + Z / rc**2
    v2 = (f(xc, 2) - f(xc, 1)) / rc**2 - 2 * Z / rc**3
    m = l + 1
    p0 = np.log(abs(orbital(rc)) / rc**m)
    p1 = orbital(rc, 1) / orbital(rc) - m / rc
    p2 = 2 * (v0 - energy) - 2 * m / rc * p1 - p1**2
    p3 = 2 * v1 + 2 * m / rc**2 * p1 - 2 * m / rc * p2 - 2 * p1 * p2
    p4 = (2 * v2 - 4 * m / rc**3 * p1 + 4 * m / rc**2 * p2
          - 2 * m / rc * p3 - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([float(p) * rc**k for k, p in enumerate((p0, p1, p2, p3, p4))])
    powers = [0, 6, 8, 10, 12]
    A = np.array([[perm(n, k) for n in powers] for k in range(5)], float)
    t = r[inner] / rc

    def polynomial(c2):
        c4 = -c2**2 / (2 * l + 5)
        rhs = target - np.array([c2 * perm(2, k) + c4 * perm(4, k) for k in range(5)])
        coef = np.zeros(13)
        coef[powers] = np.linalg.solve(A, rhs)
        coef[2], coef[4] = c2, c4
        return np.polynomial.Polynomial(coef)

    def norm_error(c2):
        u2 = r[inner]**(2 * m) * np.exp(2 * polynomial(c2)(t))
        return np.log(np.sum(wt[inner] * u2) / core_norm)

    grid = np.linspace(-10, 10, 202)
    vals = np.array([norm_error(c) for c in grid])
    roots = [brentq(norm_error, grid[i], grid[i + 1], xtol=1e-13)
             for i in range(len(grid) - 1) if vals[i] * vals[i + 1] < 0]
    assert roots, "no norm-conserving solution found"
    p = polynomial(min(roots, key=abs))
    d1, d2 = p.deriv(1)(t) / rc, p.deriv(2)(t) / rc**2
    u, vps = G.copy(), V.copy()
    u[inner] = r[inner]**m * np.exp(p(t))
    vps[inner] = energy + m * d1 / r[inner] + (d2 + d1**2) / 2
    return u, vps


# Solver check: closed-form Dirac 2p splitting of a one-electron ion
def sommerfeld(n, k):
    gamma = np.sqrt(k**2 - (Z * alpha)**2)
    return C**2 * (1 / np.sqrt(1 + (Z * alpha / (n - k + gamma))**2) - 1)


ion_num = dirac(-Z / r, -2)[0][0] - dirac(-Z / r, 1)[0][0]
ion_ref = sommerfeld(2, 2) - sommerfeld(2, 1)
assert abs(ion_num / ion_ref - 1) < 1e-5

# Self-consistent Dirac-LDA germanium atom
occupation = {-1: [2, 2, 2, 2], 1: [2, 2, 2 / 3], -2: [4, 4, 4 / 3], 2: [4], -3: [6]}
V = -(1 + (Z - 1) / (1 + 1.92 * r)**2) / r
for iteration in range(150):
    n = np.zeros_like(r)
    for kappa, occ in occupation.items():
        e, g, phi, F = dirac(V, kappa)
        k = len(occ)
        n += ((B @ g[:, :k])**2 + F[:, :k]**2) @ np.array(occ, float)
    change = -Z / r + hartree_xc(n, Z) - V
    residual = np.sum(wt * n * np.abs(change))
    if residual < 1e-6:
        break
    V = V + 0.4 * change
assert residual < 1e-6
assert abs(np.sum(wt * n) - Z) < 1e-6

e1, g1, _, _ = dirac(V, 1)
e3, g3, _, _ = dirac(V, -2)
split_dirac = e3[2] - e1[2]


# First-order formula against the derivative of Dirac eigenvalues
def gap(strength):
    return dirac(V, -2, strength)[0][2] - dirac(V, 1, strength)[0][2]


assert abs(gap(0.0)) < 1e-6
step = 0.05
split_derivative = (gap(step) - gap(-step)) / (2 * step)
e0, g0, phi0, _ = dirac(V, -2, 0.0)
phi = phi0[:, 2]
dV = gradient(V, Z)
ae_density = so_density(phi, dV)
split_first = np.sum(wt * ae_density)
assert abs(split_first / split_derivative - 1) < 1e-3
assert abs(split_first / split_dirac - 1) < 0.10

# Where the coupling arises
fine = np.linspace(np.log(breaks[1]), np.log(R), 20001)


def cumulative(f):
    c = np.cumsum((wt * f).reshape(-1, NG).sum(axis=1))
    return CubicSpline(np.log(breaks[1:]), c)


so_cum = cumulative(ae_density / split_first)(fine)
r50, r90, r99 = (np.exp(np.interp(q, so_cum, fine)) for q in (0.5, 0.9, 0.99))
assert r90 < 0.5

# Pseudopotentials from the spin-free 4p state
RC = 2.0
naive = {}
for rc in (1.6, 2.0, 2.5):
    u, vps = troullier_martins(1, rc, e0[2], g0[:, 2], V)
    level, u_solved = schrodinger(vps, 1)
    assert abs(level - e0[2]) < 5e-5
    assert abs(abs(np.sum(wt * u * u_solved)) - 1) < 1e-4
    assert abs(np.sum(wt * u**2) - 1) < 1e-8
    dens = so_density(u, gradient(vps, 0))
    naive[rc] = np.sum(wt * dens)
    assert abs(naive[rc]) < 0.05 * split_dirac
    if rc == RC:
        u_ps, v_ps, ps_density, ps_level = u, vps, dens, level
outer = r > RC
outer_ae = np.sum((wt * ae_density)[outer])
outer_ps = np.sum((wt * ps_density)[outer])
# loose: the interpolated gradient is slightly rippled at the joint rc
assert abs(outer_ps / outer_ae - 1) < 5e-3
prob_ae = float(cumulative((B @ g0[:, 2])**2)(np.log(r90)))
prob_ps = float(cumulative(u_ps**2)(np.log(r90)))

# Ionic pseudopotential: remove the screening by the valence pseudo-density
es, gs, _, _ = dirac(V, -1)
u_s, v_s = troullier_martins(0, RC, es[3], gs[:, 3], V)
assert abs(schrodinger(v_s, 0)[0] - es[3]) < 5e-5
v_ion = v_ps - hartree_xc(2 * u_s**2 + 2 * u_ps**2, 4)
naive_ion = np.sum(wt * so_density(u_ps, gradient(v_ion, 0)))
assert abs(naive_ion) < 0.05 * split_dirac

# Crossed ingredients
true_v_pseudo_u = np.sum(wt * so_density(u_ps, dV))
pseudo_v_true_u = np.sum(wt * so_density(phi, gradient(v_ps, 0)))
assert max(abs(true_v_pseudo_u), abs(pseudo_v_true_u)) < 0.10 * split_dirac

# Remedy: one pseudopotential for each j, taken from the Dirac states
_, v_half = troullier_martins(1, RC, e1[2], g1[:, 2], V)
_, v_three = troullier_martins(1, RC, e3[2], g3[:, 2], V)
split_j = schrodinger(v_three, 1)[0] - schrodinger(v_half, 1)[0]
split_operator = np.sum(wt * u_ps**2 * (v_three - v_half))
assert abs(split_j / split_dirac - 1) < 0.01
assert abs(split_operator / split_dirac - 1) < 0.05

# Transferability: same external potential added to both problems, no refit
squeeze = 0.01 * r**2
sq_dirac = dirac(V + squeeze, -2)[0][2] - dirac(V + squeeze, 1)[0][2]
sq_j = schrodinger(v_three + squeeze, 1)[0] - schrodinger(v_half + squeeze, 1)[0]
assert abs(sq_j / sq_dirac - 1) < 0.03

i50 = np.argmin(np.abs(r - r50))
print(f"Nuclear charge Z: {Z}")
print(f"Speed of light: {C:.4f} a.u.")
print(f"One-electron ion 2p splitting, numerical: {ion_num:.6f} hartree")
print(f"One-electron ion 2p splitting, closed form: {ion_ref:.6f} hartree")
print(f"Dirac 4p1/2 energy: {e1[2]:.6f} hartree")
print(f"Dirac 4p3/2 energy: {e3[2]:.6f} hartree")
print(f"Spin-free 4p energy: {e0[2]:.6f} hartree")
print(f"Dirac 4p splitting: {split_dirac:.6f} hartree = {split_dirac*EV:.4f} eV")
print(f"First-order splitting, all-electron integral: {split_first:.6f} hartree")
print(f"Same from eigenvalue derivative: {split_derivative:.6f} hartree")
print(f"First-order / Dirac: {split_first/split_dirac:.4f}")
print(f"Radius enclosing 50% of the coupling: {r50:.4f} bohr")
print(f"Radius enclosing 90% of the coupling: {r90:.4f} bohr")
print(f"Radius enclosing 99% of the coupling: {r99:.4f} bohr")
print(f"4p probability inside the 90% radius, all-electron: {prob_ae:.3e}")
print(f"4p probability inside the 90% radius, pseudo: {prob_ps:.3e}")
print(f"Sample radius near the 50% radius: {r[i50]:.4f} bohr")
print(f"  (1/r)dV/dr there, all-electron: {dV[i50]/r[i50]:.4e} a.u.")
print(f"  (1/r)dV/dr there, pseudo: {gradient(v_ps, 0)[i50]/r[i50]:.4e} a.u.")
print(f"  phi^2 there, all-electron: {phi[i50]**2:.4e} 1/bohr")
print(f"  u^2 there, pseudo: {u_ps[i50]**2:.4e} 1/bohr")
print(f"Pseudo 4p level, rc = {RC} bohr: {ps_level:.6f} hartree")
for rc, value in naive.items():
    print(f"Naive pseudo splitting, rc = {rc} bohr: {value:.4e} hartree")
print(f"Naive pseudo splitting, rc = {RC} bohr: {naive[RC]*EV:.4e} eV")
print(f"Naive / Dirac, rc = {RC} bohr: {naive[RC]/split_dirac:.3e}")
print(f"Naive splitting, ionic pseudopotential: {naive_ion:.4e} hartree")
print(f"Part from r > {RC} bohr, all-electron: {outer_ae:.4e} hartree")
print(f"Part from r > {RC} bohr, pseudo: {outer_ps:.4e} hartree")
print(f"True potential, pseudo-orbital: {true_v_pseudo_u:.4e} hartree")
print(f"Pseudopotential, true orbital: {pseudo_v_true_u:.4e} hartree")
print(f"j-dependent pseudopotentials, splitting: {split_j:.6f} hartree")
print(f"Expectation of V(3/2)-V(1/2): {split_operator:.6f} hartree")
print(f"With added 0.01 r^2, Dirac splitting: {sq_dirac:.6f} hartree")
print(f"With added 0.01 r^2, j-dependent pseudo: {sq_j:.6f} hartree")
print("ALL CHECKS PASSED")
```

Printed output:

```
Nuclear charge Z: 32
Speed of light: 137.0360 a.u.
One-electron ion 2p splitting, numerical: 1.806645 hartree
One-electron ion 2p splitting, closed form: 1.806645 hartree
Dirac 4p1/2 energy: -0.153534 hartree
Dirac 4p3/2 energy: -0.146387 hartree
Spin-free 4p energy: -0.148712 hartree
Dirac 4p splitting: 0.007147 hartree = 0.1945 eV
First-order splitting, all-electron integral: 0.007059 hartree
Same from eigenvalue derivative: 0.007059 hartree
First-order / Dirac: 0.9877
Radius enclosing 50% of the coupling: 0.0482 bohr
Radius enclosing 90% of the coupling: 0.1105 bohr
Radius enclosing 99% of the coupling: 0.4392 bohr
4p probability inside the 90% radius, all-electron: 1.170e-03
4p probability inside the 90% radius, pseudo: 2.283e-07
Sample radius near the 50% radius: 0.0486 bohr
  (1/r)dV/dr there, all-electron: 2.7030e+05 a.u.
  (1/r)dV/dr there, pseudo: -1.1607e-02 a.u.
  phi^2 there, all-electron: 7.2030e-03 1/bohr
  u^2 there, pseudo: 3.8672e-07 1/bohr
Pseudo 4p level, rc = 2.0 bohr: -0.148710 hartree
Naive pseudo splitting, rc = 1.6 bohr: 5.7366e-06 hartree
Naive pseudo splitting, rc = 2.0 bohr: 3.4866e-06 hartree
Naive pseudo splitting, rc = 2.5 bohr: 4.6828e-06 hartree
Naive pseudo splitting, rc = 2.0 bohr: 9.4874e-05 eV
Naive / Dirac, rc = 2.0 bohr: 4.879e-04
Naive splitting, ionic pseudopotential: 7.2386e-06 hartree
Part from r > 2.0 bohr, all-electron: 3.3490e-06 hartree
Part from r > 2.0 bohr, pseudo: 3.3493e-06 hartree
True potential, pseudo-orbital: 3.7346e-05 hartree
Pseudopotential, true orbital: 4.0043e-06 hartree
j-dependent pseudopotentials, splitting: 0.007143 hartree
Expectation of V(3/2)-V(1/2): 0.007050 hartree
With added 0.01 r^2, Dirac splitting: 0.009614 hartree
With added 0.01 r^2, j-dependent pseudo: 0.009617 hartree
ALL CHECKS PASSED
```
